# Path-length variance of an ion losing energy in small independent steps: test program

```python
"""Path-length straggling of an ion slowing down by small independent losses.

Result under test:
    variance of path length = integral_0^E0 N W / (N S)^3 dE
                            = (1/N^2) integral_0^E0 W / S^3 dE
N  : target atoms per volume (m^-3)
S  : stopping cross section, first moment of the loss T (J m^2)
W  : second moment of the loss T (J^2 m^2)
Nuclear model: dsigma = C E^(-1/2) T^(-3/2) dT for 0 < T < gamma E.
Electronic model: continuous drag proportional to sqrt(E), no straggling.
Reduced units: energy E0, cross section S_nuc, length E0/(N S_nuc);
kappa = S_el(E0)/S_nuc and y = sqrt(E/E0).
"""
import numpy as np
from scipy.integrate import quad
from scipy.constants import e as elementary_charge

rng = np.random.default_rng(12345)


def integrate(function, low, high):
    return quad(function, low, high, epsabs=0, epsrel=1e-9, limit=200)[0]


def mean_path(density, stopping, energy):
    return energy * integrate(
        lambda x: 1 / (density * stopping(x * energy)), 0, 1)


def path_variance(density, stopping, second, energy, upper=1.0):
    return energy * integrate(
        lambda x: density * second(x * energy)
        / (density * stopping(x * energy))**3, 0, upper)


# Quadrature over the loss, T = gamma E s^2 with 0 < s < 1
nodes, weights = np.polynomial.legendre.leggauss(40)
s_nodes = (nodes + 1) / 2
s_weights = weights / 2


def solve_moments(gamma, kappa, degree=12):
    """Mean and mean-square path from the backward equations (reduced)."""
    y = (1 - np.cos(np.pi * (np.arange(40) + 0.5) / 40)) / 2

    def operator_columns(powers):
        columns = []
        for p in powers:
            loss = np.sum(s_weights / s_nodes**2
                          * (1 - (1 - gamma * s_nodes**2)**(p / 2)))
            columns.append(loss / gamma * y**(p - 2)
                           + kappa * p / 2 * y**(p - 1))
        return np.array(columns).T

    def evaluate(coefficients, powers, at):
        return sum(c * at**p for c, p in zip(coefficients, powers))

    p1 = range(2, degree + 1)
    c1 = np.linalg.lstsq(operator_columns(p1), np.ones_like(y),
                         rcond=None)[0]
    p2 = range(4, degree + 3)
    c2 = np.linalg.lstsq(operator_columns(p2), 2 * evaluate(c1, p1, y),
                         rcond=None)[0]
    return (lambda at: evaluate(c1, p1, at),
            lambda at: evaluate(c2, p2, at))


def reduced_formula(gamma, kappa):
    return path_variance(1.0, lambda E: 1 + kappa * np.sqrt(E),
                         lambda E: gamma * E / 3, 1.0)


def simulate_paths(gamma, kappa, ions, small=0.01):
    """Event-by-event slowing; losses below small*gamma*E are continuous."""
    drag = np.sqrt(small)
    hit = (1 / np.sqrt(small) - 1) / gamma
    y = np.ones(ions)
    path = np.zeros(ions)
    finished = []

    def travelled(v):
        return 2 * (v / kappa - drag / kappa**2 * np.log(kappa * v + drag))

    while y.size:
        g = y / (kappa * y + drag)
        g = g * np.exp(-rng.exponential(size=y.size) * drag / (2 * hit))
        y_hit = drag * g / (1 - kappa * g)
        path = path + travelled(y) - travelled(y_hit)
        u = rng.uniform(1, 1 / np.sqrt(small), y.size)
        y = y_hit * np.sqrt(1 - gamma / u**2)
        alive = y**2 > 1e-4
        finished.append(path[~alive])
        y, path = y[alive], path[alive]
    return np.concatenate(finished)


# Worked example, model parameters
mass_ratio = 10.0
gamma = 4 * mass_ratio / (1 + mass_ratio)**2
N = 5e28
E0 = 2e-14
S_nuc = 1e-36
S_el0 = 5e-37
kappa = S_el0 / S_nuc
C = S_nuc / (2 * np.sqrt(gamma))


def S_total(E):
    return S_nuc + S_el0 * np.sqrt(E / E0)


def W_nuc(E):
    return gamma * S_nuc * E / 3


# Moments of the nuclear cross section from their definition (T = t E)
S_def = C * integrate(lambda t: t * t**-1.5, 0, gamma)
W_def = C * E0 * integrate(lambda t: t**2 * t**-1.5, 0, gamma)
assert abs(S_def / S_nuc - 1) < 1e-6
assert abs(W_def / W_nuc(E0) - 1) < 1e-6

R_int = mean_path(N, S_total, E0)
V_int = path_variance(N, S_total, W_nuc, E0)
sigma_int = np.sqrt(V_int)
low_share = path_variance(N, S_total, W_nuc, E0, 0.5) / V_int

# Full moment equations, converted to SI
unit = E0 / (N * S_nuc)
R_fun, M_fun = solve_moments(gamma, kappa)
R_full = R_fun(1.0) * unit
V_full = (M_fun(1.0) - R_fun(1.0)**2) * unit**2


# Variance identity, with the losses integrated numerically
def V_fun(v):
    return M_fun(v) - R_fun(v)**2


identity_error = 0.0
for y in (0.4, 0.7, 0.95):
    after = y * np.sqrt(1 - gamma * s_nodes**2)
    rate = s_weights / (s_nodes**2 * gamma * y**2)
    step = 1e-4
    slope = (V_fun(np.sqrt(y**2 + step))
             - V_fun(np.sqrt(y**2 - step))) / (2 * step)
    left = np.sum(rate * (V_fun(y) - V_fun(after))) + kappa * y * slope
    right = np.sum(rate * (R_fun(y) - R_fun(after))**2)
    identity_error = max(identity_error, abs(left / right - 1))
assert identity_error < 1e-5

# Purely nuclear case: relative variance gamma/(6-gamma), formula gamma/6
R_pure, M_pure = solve_moments(gamma, 0.0)
pure_full = M_pure(1.0) / R_pure(1.0)**2 - 1
pure_formula = reduced_formula(gamma, 0.0)
assert abs(pure_full / (gamma / (6 - gamma)) - 1) < 1e-6
assert abs(pure_formula / (gamma / 6) - 1) < 1e-6

# The formula must become accurate in proportion to gamma
gamma_list = [0.16, 0.08, 0.04, 0.02]
errors = []
for g in gamma_list:
    R_g, M_g = solve_moments(g, kappa)
    errors.append((M_g(1.0) - R_g(1.0)**2) / reduced_formula(g, kappa) - 1)
for larger, smaller in zip(errors[:-1], errors[1:]):
    assert 1.7 < larger / smaller < 2.3
assert abs(errors[-1]) < 0.01

# Event-by-event simulation of the worked example
ions = 100000
paths = simulate_paths(gamma, kappa, ions) * unit
R_sim, V_sim = paths.mean(), paths.var(ddof=1)
fourth = np.mean((paths - R_sim)**4)
V_error = np.sqrt((fourth - V_sim**2) / ions)
# 0.002 allows for the small losses treated as continuous
assert abs(V_sim - V_full) < 4 * V_error + 0.002 * V_full
# 0.0005 allows for the path left below the energy cutoff
assert abs(R_sim - R_full) < 4 * np.sqrt(V_sim / ions) + 0.0005 * R_full

# Fixed energy quantum per hit, explicit random free flights, two densities
quanta = 400
quantum = E0 / quanta
sigma_hit0 = 2e-20


def sigma_hit(E):
    return sigma_hit0 * (1 + E / E0)


energies = E0 - quantum * np.arange(quanta)
density_rows = []
for density in (N, 2 * N):
    flights = rng.exponential(1 / (density * sigma_hit(energies)),
                              size=(20000, quanta))
    sampled = flights.sum(axis=1).std(ddof=1)
    predicted = np.sqrt(path_variance(
        density, lambda E: quantum * sigma_hit(E),
        lambda E: quantum**2 * sigma_hit(E), E0))
    # four sampling errors of a standard deviation, plus the finite quantum
    assert abs(sampled / predicted - 1) < 0.022
    density_rows.append((density, sampled, predicted))

print("WORKED EXAMPLE: INPUTS")
print(f"mass ratio M1/M2 = {mass_ratio:.0f}")
print(f"gamma = {gamma:.4f}")
print(f"N = {N:.3e} m^-3")
print(f"E0 = {E0:.3e} J = {E0 / elementary_charge / 1e3:.1f} keV")
print(f"nuclear S = {S_nuc:.3e} J m^2")
print(f"electronic S at E0 = {S_el0:.3e} J m^2")
print("INTERMEDIATE VALUES AT E0")
print(f"C = {C:.4e} J m^2")
print(f"total S = {S_total(E0):.3e} J m^2")
print(f"N S = {N * S_total(E0):.3e} J/m")
print(f"W = {W_nuc(E0):.4e} J^2 m^2")
print(f"N W = {N * W_nuc(E0):.4e} J^2/m")
print(f"N W/(N S)^3 = {N * W_nuc(E0) / (N * S_total(E0))**3:.4e} m^2/J")
print(f"W/(S E0) = {W_nuc(E0) / (S_total(E0) * E0):.4f}")
print("SMALL-LOSS RESULTS")
print(f"mean path = {R_int:.4e} m = {R_int * 1e9:.1f} nm")
print(f"variance = {V_int:.4e} m^2")
print(f"sigma_R = {sigma_int:.4e} m = {sigma_int * 1e9:.1f} nm")
print(f"sigma_R/mean path = {sigma_int / R_int:.4f}")
print(f"variance share from E < E0/2 = {low_share:.4f}")
print("FULL MOMENT EQUATIONS")
print(f"mean path = {R_full:.4e} m")
print(f"sigma_R = {np.sqrt(V_full):.4e} m")
print(f"full/small-loss mean path = {R_full / R_int:.4f}")
print(f"full/small-loss variance = {V_full / V_int:.4f}")
print(f"variance identity, largest relative error = {identity_error:.1e}")
print("EVENT-BY-EVENT SIMULATION")
print(f"number of ions = {ions}")
print(f"mean path = {R_sim:.4e} m")
print(f"sigma_R = {np.sqrt(V_sim):.4e} m")
print(f"simulated/full variance = {V_sim / V_full:.4f}")
print(f"its standard error = {V_error / V_full:.4f}")
print("PURELY NUCLEAR CASE, variance/mean^2")
print(f"small-loss formula = {pure_formula:.5f}")
print(f"full moment equations = {pure_full:.5f}")
print("FULL/SMALL-LOSS VARIANCE MINUS 1, with electronic drag")
for g, error in zip(gamma_list, errors):
    print(f"gamma = {g:.2f}: {error:.5f}")
print("FIXED QUANTUM, FREE FLIGHTS")
print(f"quanta = {quanta}, quantum = {quantum:.2e} J")
print(f"hit cross section at E=0: {sigma_hit0:.2e} m^2, doubled at E0")
for density, sampled, predicted in density_rows:
    print(f"N = {density:.1e} m^-3: sampled sigma_R = {sampled:.4e} m")
    print(f"  formula sigma_R = {predicted:.4e} m")
print("checks complete")
```

Printed output:

```
WORKED EXAMPLE: INPUTS
mass ratio M1/M2 = 10
gamma = 0.3306
N = 5.000e+28 m^-3
E0 = 2.000e-14 J = 124.8 keV
nuclear S = 1.000e-36 J m^2
electronic S at E0 = 5.000e-37 J m^2
INTERMEDIATE VALUES AT E0
C = 8.6963e-37 J m^2
total S = 1.500e-36 J m^2
N S = 7.500e-08 J/m
W = 2.2039e-51 J^2 m^2
N W = 1.1019e-22 J^2/m
N W/(N S)^3 = 2.6120e-01 m^2/J
W/(S E0) = 0.0735
SMALL-LOSS RESULTS
mean path = 3.0251e-07 m = 302.5 nm
variance = 3.2875e-15 m^2
sigma_R = 5.7336e-08 m = 57.3 nm
sigma_R/mean path = 0.1895
variance share from E < E0/2 = 0.3218
FULL MOMENT EQUATIONS
mean path = 3.0096e-07 m
sigma_R = 5.8576e-08 m
full/small-loss mean path = 0.9949
full/small-loss variance = 1.0437
variance identity, largest relative error = 5.8e-09
EVENT-BY-EVENT SIMULATION
number of ions = 100000
mean path = 3.0076e-07 m
sigma_R = 5.8542e-08 m
simulated/full variance = 0.9988
its standard error = 0.0043
PURELY NUCLEAR CASE, variance/mean^2
small-loss formula = 0.05510
full moment equations = 0.05831
FULL/SMALL-LOSS VARIANCE MINUS 1, with electronic drag
gamma = 0.16: 0.02021
gamma = 0.08: 0.00990
gamma = 0.04: 0.00490
gamma = 0.02: 0.00244
FIXED QUANTUM, FREE FLIGHTS
quanta = 400, quantum = 5.00e-17 J
hit cross section at E=0: 2.00e-20 m^2, doubled at E0
N = 5.0e+28 m^-3: sampled sigma_R = 1.4029e-08 m
  formula sigma_R = 1.4142e-08 m
N = 1.0e+29 m^-3: sampled sigma_R = 7.0804e-09 m
  formula sigma_R = 7.0711e-09 m
checks complete
```
